# Breit-Wigner transmission of a double barrier and the unit peak: test program

```python
# Result under test: an isolated double-barrier resonance transmits
#   T(E) = GL*GR / ((E-E0)^2 + (G/2)^2),  G = GL + GR,
# with Gi = Ti(E0)/theta'(E0); the peak is 1 when GL = GR.
# Ti: transmission probability of barrier i alone; theta: round-trip phase
# in the well, including both inner reflections; E0: energy where theta = 0
# (lowest resonance). Energies in eV, lengths in nm, masses in electron masses.
# Example: heavy holes in germanium with SiGe barriers, rough typical values.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar

C0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18   # hbar^2/(2 m_e), eV nm^2
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
KB = sc.k / sc.e
HBAR = sc.hbar / sc.e

MASS, HEIGHT, THICK, WELL = 0.20, 0.20, 2.5, 6.0


def response(E, layers, v_right=0.0, m_lead=MASS):
    """Matching solution; layers are (width, potential, mass).
    Returns reflection amplitude, transmission probability and the
    denominator whose complex zeros are the outgoing-wave states."""
    E = np.asarray(E, dtype=complex)
    a11, a12, a21, a22 = 1.0, 0.0, 0.0, 1.0
    for d, v, m in layers:
        k = np.sqrt(m * (E - v) / C0)
        c, s = np.cos(k * d), np.sin(k * d)
        up, down = m * s / k, -k * s / m
        a11, a21 = c * a11 + up * a21, down * a11 + c * a21
        a12, a22 = c * a12 + up * a22, down * a12 + c * a22
    ql = np.sqrt(m_lead * E / C0) / m_lead
    qr = np.sqrt(m_lead * (E - v_right) / C0) / m_lead
    a, b = a11 + 1j * ql * a12, a11 - 1j * ql * a12
    c, d = a21 + 1j * ql * a22, a21 - 1j * ql * a22
    den = 1j * qr * b - d
    r = (c - 1j * qr * a) / den
    t = a + b * r
    return r, np.abs(t)**2 * qr.real / ql.real, den


def trans(E, layers, **kw):
    return response(E, layers, **kw)[1]


def structure(b_left=THICK, b_right=THICK, v_right_barrier=HEIGHT,
              well=WELL, m_barrier=MASS, loss=0.0):
    shift = -0.5j * loss
    return [(b_left, HEIGHT + shift, m_barrier), (well, shift, MASS),
            (b_right, v_right_barrier + shift, m_barrier)]


def pole(layers, guess, **kw):
    """Complex energy of the outgoing-wave state, by the secant method."""
    x0, x1 = guess, guess + 1e-5
    f0, f1 = (response(x, layers, **kw)[2] for x in (x0, x1))
    for _ in range(60):
        if f1 == f0:
            break
        x2 = x1 - f1 * (x1 - x0) / (f1 - f0)
        x0, f0, x1 = x1, f1, x2
        f1 = response(x1, layers, **kw)[2]
        if abs(x1 - x0) < 1e-14:
            break
    return complex(x1)


def peak(layers, guess, **kw):
    p = pole(layers, guess, **kw)
    width = -2 * p.imag
    assert width > 0
    best = minimize_scalar(lambda e: -float(trans(e, layers, **kw)),
                           bounds=(p.real - width, p.real + width),
                           method="bounded", options={"xatol": 1e-9})
    return -best.fun, p


def barrier(E, v, b):
    """Closed forms for one rectangular barrier: T and reflection phase."""
    k, kap = np.sqrt(MASS * E / C0), np.sqrt(MASS * (v - E) / C0)
    T = 1 / (1 + v**2 * np.sinh(kap * b)**2 / (4 * E * (v - E)))
    phase = -np.pi / 2 - np.arctan((kap**2 - k**2) / (2 * k * kap)
                                   * np.tanh(kap * b))
    return T, phase


def theta(E, bl=THICK, br=THICK, vr=HEIGHT):
    k = np.sqrt(MASS * E / C0)
    return 2 * k * WELL + barrier(E, HEIGHT, bl)[1] + barrier(E, vr, br)[1]


def resonance(bl=THICK, br=THICK, vr=HEIGHT):
    """E0, left and right partial widths, round-trip phase slope."""
    e0 = brentq(lambda e: theta(e, bl, br, vr), 0.005, 0.08, xtol=1e-15)
    h = 1e-6
    slope = (theta(e0 + h, bl, br, vr) - theta(e0 - h, bl, br, vr)) / (2 * h)
    return (e0, barrier(e0, HEIGHT, bl)[0] / slope,
            barrier(e0, vr, br)[0] / slope, slope)


def breit_wigner(E, e0, gl, gr):
    return gl * gr / ((E - e0)**2 + ((gl + gr) / 2)**2)


# Matching solution against direct integration of the Schrodinger equation
def integrated_transmission(E, layers):
    q = np.sqrt(MASS * E / C0) / MASS
    y, x = np.array([1.0, 1j * q], dtype=complex), sum(l[0] for l in layers)
    for d, v, m in reversed(layers):
        sol = solve_ivp(lambda s, f: [m * f[1], (v - E) / C0 * f[0]],
                        (x, x - d), y, method="DOP853", rtol=1e-11, atol=1e-12)
        y, x = sol.y[:, -1], x - d
    return 1 / abs((y[0] + y[1] / (1j * q)) / 2)**2


sym = structure()
e0, gl, gr, slope = resonance()
g = gl + gr
for e_test in (e0 + 0.4 * g, 0.07):
    t_ode = integrated_transmission(e_test, sym)
    assert abs(t_ode / float(trans(e_test, sym)) - 1) < 1e-5

# Exact round-trip formula against matching, unlike barriers, wide range
grid = np.linspace(0.004, 0.19, 3000)
TL, TR = barrier(grid, HEIGHT, 2.0)[0], barrier(grid, 0.27, 1.6)[0]
RL, RR = 1 - TL, 1 - TR
exact_formula = TL * TR / (TL * TR + (np.sqrt(RL) - np.sqrt(RR))**2
                           + 4 * np.sqrt(RL * RR)
                           * np.sin(theta(grid, 2.0, 1.6, 0.27) / 2)**2)
matched = trans(grid, structure(2.0, 1.6, 0.27))
assert np.max(np.abs(exact_formula - matched)) < 1e-8

# Pole, half-width, thick-barrier closed form
top, p = peak(sym, e0 - 0.5j * g)
g_pole = -2 * p.imag
assert abs(top - 1) < 1e-6
assert abs(g / g_pole - 1) < 0.03 and abs(p.real - e0) < 0.05 * g
half = [brentq(lambda e: float(trans(e, sym)) - 0.5, *sorted((e0, e0 + s * 2 * g)))
        for s in (-1, 1)]
fwhm = half[1] - half[0]
assert abs(fwhm / g - 1) < 0.03
k0, kap0 = np.sqrt(MASS * e0 / C0), np.sqrt(MASS * (HEIGHT - e0) / C0)
t_one = barrier(e0, HEIGHT, THICK)[0]
t_thick = 16 * e0 * (HEIGHT - e0) / HEIGHT**2 * np.exp(-2 * kap0 * THICK)
g_thick = 2 * t_thick * (2 * e0 / k0) / (2 * (WELL + 2 / kap0))
assert abs(g_thick / g_pole - 1) < 0.08   # dropped terms are of order exp(-2 kappa b)
e_second = brentq(lambda e: theta(e) - 2 * np.pi, 0.05, 0.19)
assert (e_second - e0) / g > 50


# Line shape, and its error falling in proportion to the width
def shape_error(b):
    c, l, r, _ = resonance(b, b)
    e = c + np.linspace(-5, 5, 2001) * (l + r)
    return np.max(np.abs(trans(e, structure(b, b)) - breit_wigner(e, c, l, r))), l + r


err, _ = shape_error(THICK)
err_a, g_a = shape_error(3.5)
err_b, g_b = shape_error(4.5)
assert err < 0.02
assert 0.7 < (err_b / err_a) / (g_b / g_a) < 1.5

# Unequal barriers: peak height and cancellation of reflected waves
B_ASYM = 3.5
asym = structure(b_right=B_ASYM)
ea, gla, gra, _ = resonance(br=B_ASYM)
top_asym, _ = peak(asym, ea - 0.5j * (gla + gra))
top_asym_bw = 4 * gla * gra / (gla + gra)**2
assert abs(top_asym / top_asym_bw - 1) < 0.03


def leak_ratio(layers, e):
    prompt = complex(response(e, layers[:1])[0])
    return (complex(response(e, layers)[0]) - prompt) / prompt


leak_sym, leak_asym = leak_ratio(sym, e0), leak_ratio(asym, ea)
assert abs(leak_sym + 1) < 1e-6
assert abs(leak_asym + 2 * gla / (gla + gra)) < 0.04

# Unlike barriers tuned to equal transmission at their own resonance
V_TALL = 0.30


def imbalance(b):
    e = resonance(br=b, vr=V_TALL)[0]
    return np.log(barrier(e, HEIGHT, THICK)[0] / barrier(e, V_TALL, b)[0])


b_tuned = brentq(imbalance, 1.0, 3.0, xtol=1e-13)
e_tuned = resonance(br=b_tuned, vr=V_TALL)[0]
top_tuned = float(trans(e_tuned, structure(b_right=b_tuned, v_right_barrier=V_TALL)))
assert abs(top_tuned - 1) < 1e-7
top_untuned, _ = peak(structure(v_right_barrier=V_TALL),
                      resonance(vr=V_TALL)[0] - 0.5j * g)
assert top_untuned < 0.95


# Effects left out of the ideal model
def thermal_mean(func, temperature):
    kt = KB * temperature
    e = e0 + np.linspace(-20, 20, 80001) * kt
    weight = 1 / (4 * kt * np.cosh((e - e0) / (2 * kt))**2)
    return np.sum(func(e) * weight) * (e[1] - e[0])


TEMP = 4.0
mean_cold = thermal_mean(lambda e: trans(e, sym), TEMP)
mean_cold_bw = thermal_mean(lambda e: breit_wigner(e, e0, gl, gr), TEMP)
assert abs(mean_cold / mean_cold_bw - 1) < 0.03
mean_77 = thermal_mean(lambda e: breit_wigner(e, e0, gl, gr), 77.0)

TAU = 3e-12                                    # rough scattering time, s
loss = HBAR / TAU
lossy = structure(loss=loss)
top_lossy = float(np.max(trans(e0 + np.linspace(-1, 1, 4001) * g, lossy)))
top_lossy_formula = (g / (g + loss))**2
assert abs(top_lossy / top_lossy_formula - 1) < 0.04

STEP = 0.14                                    # rough atomic-layer step, nm
shift_well = pole(structure(well=WELL + STEP), p).real - p.real
top_step, _ = peak(structure(b_right=THICK + STEP), p)
M_BARRIER = 0.25
g_mass = -2 * pole(structure(m_barrier=M_BARRIER), p).imag

M_LIGHT, V_STRAIN = 0.05, 0.12
light = [float(trans(e0, [(THICK, v, M_LIGHT), (WELL, 0.0, M_LIGHT),
                          (THICK, v, M_LIGHT)], m_lead=M_LIGHT))
         for v in (HEIGHT, V_STRAIN)]

# Heavy-light mixing: second-order size with hard-wall states 1 and 2
GAMMA3, M_PLANE = 5.7, 0.057                   # rough germanium values
w_eff = WELL + 2 / kap0
kz12 = quad(lambda x: 2 / w_eff * np.sin(2 * np.pi * x / w_eff)
            * np.pi / w_eff * np.cos(np.pi * x / w_eff), 0, w_eff)[0]
k_plane = np.sqrt(M_PLANE * KB * TEMP / C0)
mixing = (2 * np.sqrt(3) * GAMMA3 * C0 * k_plane * kz12)**2 / (HEIGHT - e0)

# Bias: linear potential drop across the three layers
BIAS = 0.03


def biased(b_right):
    total, x, out, n = THICK + WELL + b_right, 0.0, [], 30
    for d, v, m in structure(b_right=b_right):
        for j in range(n):
            out.append((d / n, v - BIAS * (x + (j + 0.5) * d / n) / total, m))
        x += d
    return out


top_bias, p_bias = peak(biased(THICK), e0 - BIAS / 2 - 0.5j * g, v_right=-BIAS)
fix = minimize_scalar(lambda b: -peak(biased(b), p_bias, v_right=-BIAS)[0],
                      bounds=(2.5, 3.6), method="bounded", options={"xatol": 1e-3})
assert top_bias < 0.97 and -fix.fun > 0.999
field = BIAS / (2 * THICK + WELL) * 10         # V/nm to MV/cm

print(f"mass (lead, well, barrier): {MASS:.2f} electron masses")
print(f"barrier height: {HEIGHT:.2f} eV")
print(f"barrier thickness, well width: {THICK:.1f}, {WELL:.1f} nm")
print(f"resonance energy E0: {e0:.5f} eV = {e0/HARTREE:.4e} hartree")
print(f"k and kappa at E0: {k0:.4f}, {kap0:.4f} 1/nm")
print(f"one-barrier transmission at E0: {t_one:.5f}")
print(f"thick-barrier estimate of it: {t_thick:.5f}")
print(f"round-trip phase slope: {slope:.2f} 1/eV")
print(f"partial width, each side: {gl:.4e} eV")
print(f"total width G: {g:.4e} eV = {g/HARTREE:.4e} hartree")
print(f"width from complex pole: {g_pole:.4e} eV")
print(f"full width at half maximum: {fwhm:.4e} eV")
print(f"thick-barrier width: {g_thick:.4e} eV")
print(f"lifetime hbar/G: {HBAR/g*1e12:.3f} ps")
print(f"second resonance: {e_second:.4f} eV")
print(f"level spacing / G: {(e_second-e0)/g:.0f}")
print(f"peak transmission, equal barriers: {top:.6f}")
for n in (0.5, 1.0, 3.0):
    ex, bw = float(trans(e0 + n * g, sym)), breit_wigner(e0 + n * g, e0, gl, gr)
    print(f"T at E0+{n:.1f}G: full {ex:.4f}, Breit-Wigner {bw:.4f}")
print(f"largest line-shape error within 5G: {err:.4f}")
print(f"same, 3.5 nm barriers: {err_a:.2e} (G = {g_a:.2e} eV)")
print(f"same, 4.5 nm barriers: {err_b:.2e} (G = {g_b:.2e} eV)")
print(f"unequal case, right barrier: {B_ASYM:.1f} nm")
print(f"unequal widths GL, GR: {gla:.3e}, {gra:.3e} eV")
print(f"unequal peak: full {top_asym:.4f}, formula {top_asym_bw:.4f}")
print(f"leaked/prompt wave, equal: {leak_sym.real:.4f}")
print(f"leaked/prompt wave, unequal: {leak_asym.real:.4f}")
print(f"formula -2GL/G, unequal: {-2*gla/(gla+gra):.4f}")
print(f"right barrier of {V_TALL:.2f} eV, tuned to: {b_tuned:.4f} nm")
print(f"peak with tuned unlike barriers: {top_tuned:.6f}")
print(f"peak with that height at {THICK:.1f} nm: {top_untuned:.4f}")
print(f"thermal energy at {TEMP:.0f} K: {KB*TEMP:.3e} eV")
print(f"thermal mean of T at {TEMP:.0f} K: {mean_cold:.4f}")
print(f"thermal mean at 77 K, this level only: {mean_77:.4f}")
print(f"rough scattering time: {TAU*1e12:.1f} ps")
print(f"scattering width hbar/time: {loss:.3e} eV")
print(f"coherent peak: full {top_lossy:.4f}, formula {top_lossy_formula:.4f}")
print(f"atomic-layer step: {STEP:.2f} nm")
print(f"level shift, well one step wider: {shift_well:.3e} eV")
print(f"peak, right barrier one step thicker: {top_step:.4f}")
print(f"width with barrier mass {M_BARRIER:.2f}: {g_mass:.3e} eV")
print(f"light-hole mass: {M_LIGHT:.2f} electron masses")
print(f"light-hole T at E0, barrier {HEIGHT:.2f} eV: {light[0]:.4f}")
print(f"light-hole T at E0, barrier {V_STRAIN:.2f} eV: {light[1]:.4f}")
print(f"thermal in-plane wave number: {k_plane:.4f} 1/nm")
print(f"heavy-light mixing shift, rough: {mixing:.1e} eV")
print(f"bias drop: {BIAS:.3f} V, field {field:.4f} MV/cm")
print(f"resonance energy under bias: {p_bias.real:.5f} eV")
print(f"peak under bias, equal barriers: {top_bias:.4f}")
print(f"exit barrier restoring the peak: {fix.x:.2f} nm")
print(f"peak with that exit barrier: {-fix.fun:.5f}")
print("done: every assertion held")
```

It prints:

```
mass (lead, well, barrier): 0.20 electron masses
barrier height: 0.20 eV
barrier thickness, well width: 2.5, 6.0 nm
resonance energy E0: 0.02919 eV = 1.0728e-03 hartree
k and kappa at E0: 0.3915, 0.9469 1/nm
one-barrier transmission at E0: 0.01752
thick-barrier estimate of it: 0.01753
round-trip phase slope: 109.02 1/eV
partial width, each side: 1.6074e-04 eV
total width G: 3.2149e-04 eV = 1.1815e-05 hartree
width from complex pole: 3.2431e-04 eV
full width at half maximum: 3.2437e-04 eV
thick-barrier width: 3.2221e-04 eV
lifetime hbar/G: 2.047 ps
second resonance: 0.1120 eV
level spacing / G: 257
peak transmission, equal barriers: 1.000000
T at E0+0.5G: full 0.5085, Breit-Wigner 0.5000
T at E0+1.0G: full 0.2081, Breit-Wigner 0.2000
T at E0+3.0G: full 0.0302, Breit-Wigner 0.0270
largest line-shape error within 5G: 0.0091
same, 3.5 nm barriers: 1.45e-03 (G = 4.89e-05 eV)
same, 4.5 nm barriers: 2.31e-04 (G = 7.38e-06 eV)
unequal case, right barrier: 3.5 nm
unequal widths GL, GR: 1.615e-04, 2.432e-05 eV
unequal peak: full 0.4524, formula 0.4549
leaked/prompt wave, equal: -1.0000
leaked/prompt wave, unequal: -1.7466
formula -2GL/G, unequal: -1.7383
right barrier of 0.30 eV, tuned to: 1.8396 nm
peak with tuned unlike barriers: 1.000000
peak with that height at 2.5 nm: 0.5653
thermal energy at 4 K: 3.447e-04 eV
thermal mean of T at 4 K: 0.2923
thermal mean at 77 K, this level only: 0.0188
rough scattering time: 3.0 ps
scattering width hbar/time: 2.194e-04 eV
coherent peak: full 0.3551, formula 0.3533
atomic-layer step: 0.14 nm
level shift, well one step wider: -9.802e-04 eV
peak, right barrier one step thicker: 0.9824
width with barrier mass 0.25: 1.941e-04 eV
light-hole mass: 0.05 electron masses
light-hole T at E0, barrier 0.20 eV: 0.0133
light-hole T at E0, barrier 0.12 eV: 0.1433
thermal in-plane wave number: 0.0227 1/nm
heavy-light mixing shift, rough: 1.8e-04 eV
bias drop: 0.030 V, field 0.0273 MV/cm
resonance energy under bias: 0.01399 eV
peak under bias, equal barriers: 0.7419
exit barrier restoring the peak: 3.09 nm
peak with that exit barrier: 1.00000
done: every assertion held
```
